# Contrast of Two-Beam Interference for Transverse-Magnetic Light: verification in Python

```python
"""
Result under test: two equal, coherent transverse-magnetic (TM) plane waves at
angles +theta and -theta to the z axis give an electric intensity with signed
contrast cos(2 theta), hence visibility |cos(2 theta)|, zero at 45 degrees.

Symbols: x = direction across the fringes, z = depth, H along y, E in the xz plane.
kx, kz = wavevector components (1/nm); k0 = vacuum wavenumber (1/nm);
eps = relative permittivity; pitch = fringe period (nm); lengths are in nm.
Fields vary as exp(-i omega t), in units with c = eps0 = mu0 = 1, so omega = k0.
Positive contrast means that electric maxima sit on the magnetic maxima.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

wavelength = 193.4        # nm, argon-fluoride laser, rounded
n_resist = 1.70           # rough typical value
n_water = 1.44            # rough typical value
kappa = 0.02              # rough typical extinction coefficient of the resist
pitch = 80.0              # nm
thickness = 100.0         # nm, resist film
reflection = 0.10         # magnetic amplitude ratio of wave reflected from below
blur = 5.0                # nm, standard deviation of acid diffusion
index_error = 0.05        # uncertainty of the resist index
weak_beam = 0.90          # amplitude of one beam relative to the other
k0 = 2 * np.pi / wavelength
STEP = 0.05               # nm, finite-difference step


def derivative(f, s):
    """Fourth-order central difference."""
    return (8 * (f(s + STEP) - f(s - STEP))
            - (f(s + 2 * STEP) - f(s - 2 * STEP))) / (12 * STEP)


def depth_wavenumber(kx, eps):
    return np.sqrt(complex(eps * k0**2 - kx**2))


def tm_fields(x, z, kx, eps, amps=(1, 1), refl=0.0):
    """Ex, Ez from the numerical curl of H, and H itself."""
    kz = depth_wavenumber(kx, eps)

    def h(xx, zz):
        across = amps[0] * np.exp(1j * kx * xx) + amps[1] * np.exp(-1j * kx * xx)
        return across * (np.exp(1j * kz * zz) + refl * np.exp(-1j * kz * zz))

    ex = -1j / (k0 * eps) * derivative(lambda s: h(x, s), z)
    ez = 1j / (k0 * eps) * derivative(lambda s: h(s, z), x)
    return ex, ez, h(x, z)


def time_average(*components):
    """Mean square real field over one optical cycle."""
    phases = 2 * np.pi * np.arange(8) / 8
    return sum(np.mean([np.real(c * np.exp(-1j * p))**2 for p in phases], axis=0)
               for c in components)


def visibility(pattern):
    return (pattern.max() - pattern.min()) / (pattern.max() + pattern.min())


def signed_contrast(pattern, x, kx):
    return np.sign(np.sum(pattern * np.cos(2 * kx * x))) * visibility(pattern)


def grid(kx):
    """One fringe period, including x = 0 and the half period."""
    return np.pi / kx * np.arange(200) / 200


def tm_contrast(kx, eps, z=0.0, refl=0.0):
    x = grid(kx)
    ex, ez, _ = tm_fields(x, z, kx, eps, refl=refl)
    return signed_contrast(time_average(ex, ez), x, kx)


# Contrast law, flux contrast, beam phase, beam imbalance, polarization mixture
eps = n_resist**2
for degrees in (5, 20, 35, 45, 50, 65, 85):
    theta = np.radians(degrees)
    kx_t = n_resist * k0 * np.sin(theta)
    x = grid(kx_t)
    assert abs(tm_contrast(kx_t, eps) - np.cos(2 * theta)) < 1e-8
    ex, ez, hy = tm_fields(x, 0.0, kx_t, eps)
    assert abs(visibility(0.5 * np.real(ex * np.conj(hy))) - 1) < 1e-8
    shifted = tm_fields(x, 0.0, kx_t, eps, amps=(1, 1j))
    assert abs(visibility(time_average(*shifted[:2])) - abs(np.cos(2 * theta))) < 1e-8
    a, b = 1.0, 0.6
    uneven = tm_fields(x, 0.0, kx_t, eps, amps=(a, b))
    expected = 2 * a * b / (a**2 + b**2) * abs(np.cos(2 * theta))
    assert abs(visibility(time_average(*uneven[:2])) - expected) < 1e-8
    ey = np.exp(1j * kx_t * x) + np.exp(-1j * kx_t * x)
    mixture = np.zeros_like(x)
    for psi in np.pi * np.arange(12) / 12:
        mixture += time_average(np.cos(psi) * ey, np.sin(psi) * n_resist * ex,
                                np.sin(psi) * n_resist * ez)
    assert abs(signed_contrast(mixture, x, kx_t) - np.cos(theta)**2) < 1e-8

# At 45 degrees the cycle average is uniform, the instantaneous field is not
kx_45 = n_resist * k0 * np.sin(np.pi / 4)
ex, ez, _ = tm_fields(grid(kx_45), 0.0, kx_45, eps)
average_vis_45 = visibility(time_average(ex, ez))
instant_vis_45 = visibility(np.real(ex)**2 + np.real(ez)**2)
assert average_vis_45 < 1e-8 and abs(instant_vis_45 - 1) < 1e-8

# Pitch of vanishing contrast by root search on the computed fields
null_pitch = brentq(lambda p: tm_contrast(np.pi / p, eps), 70, 120, xtol=1e-10)
assert abs(null_pitch - wavelength / (np.sqrt(2) * n_resist)) < 1e-6

# Worked example
kx = np.pi / pitch
x = grid(kx)
theta_resist = np.arcsin(kx / (n_resist * k0))
theta_water = np.arcsin(kx / (n_water * k0))
contrast = tm_contrast(kx, eps)
contrast_water = tm_contrast(kx, n_water**2)
assert abs(contrast - (1 - wavelength**2 / (2 * n_resist**2 * pitch**2))) < 1e-8
assert abs(contrast_water - np.cos(2 * theta_water)) < 1e-8

# Absorbing resist: absorbed power from the flux divergence follows |E|^2
eps_abs = (n_resist + 1j * kappa)**2
kz_abs = depth_wavenumber(kx, eps_abs)


def flux(xx, zz):
    fx, fz, fh = tm_fields(xx, zz, kx, eps_abs)
    return -0.5 * np.real(fz * np.conj(fh)), 0.5 * np.real(fx * np.conj(fh))


absorbed = -(derivative(lambda s: flux(s, 0.0)[0], x)
             + derivative(lambda s: flux(x, s)[1], 0.0))
ex, ez, _ = tm_fields(x, 0.0, kx, eps_abs)
top = time_average(ex, ez)
assert np.allclose(absorbed, k0 * eps_abs.imag * top, rtol=1e-5, atol=0)
flux_vis = visibility(flux(x, 0.0)[1])
assert abs(flux_vis - 1) < 1e-8
contrast_abs = signed_contrast(absorbed, x, kx)
formula_abs = (abs(kz_abs)**2 - kx**2) / (abs(kz_abs)**2 + kx**2)
assert abs(contrast_abs - formula_abs) < 1e-5
ex, ez, _ = tm_fields(x, thickness, kx, eps_abs)
bottom_fraction = time_average(ex, ez).mean() / top.mean()
alpha = 4 * np.pi * kappa / wavelength
assert abs(bottom_fraction - np.exp(-alpha * thickness / np.cos(theta_resist))) < 1e-3

# Reflection from below: local contrast, and contrast of the depth average
kz = depth_wavenumber(kx, eps).real
standing_period = np.pi / kz
rho = 2 * reflection / (1 + reflection**2)
local, depth_sum = [], np.zeros_like(x)
for z in standing_period * np.arange(40) / 40:
    ex, ez, _ = tm_fields(x, z, kx, eps, refl=reflection)
    pattern = time_average(ex, ez)
    depth_sum += pattern
    local.append(signed_contrast(pattern, x, kx))
    c2, cphi = np.cos(2 * theta_resist), np.cos(2 * kz * z)
    assert abs(local[-1] - (c2 - rho * cphi) / (1 - rho * c2 * cphi)) < 1e-8
contrast_depth = signed_contrast(depth_sum, x, kx)
assert abs(contrast_depth - np.cos(2 * theta_resist)) < 1e-8

# Water-resist interface: solve the boundary conditions for both polarizations
cw, cr = np.cos(theta_water), np.cos(theta_resist)
te = np.linalg.solve([[-1, 1], [n_water * cw, n_resist * cr]], [1, n_water * cw])[1]
tm = np.linalg.solve([[-n_water, n_resist], [cw, cr]], [n_water, cw])[1]
assert abs(te - 2 * n_water * cw / (n_water * cw + n_resist * cr)) < 1e-12
assert abs(tm - 2 * n_water * cw / (n_resist * cw + n_water * cr)) < 1e-12
mixed_equal = np.cos(theta_resist)**2
mixed_interface = (te**2 + tm**2 * contrast) / (te**2 + tm**2)

# Acid diffusion: Gaussian average of a unit-contrast fringe by quadrature
u = np.linspace(-10 * blur, 10 * blur, 4001)
weight = np.exp(-u**2 / (2 * blur**2))
blur_factor = np.sum(weight * np.cos(2 * np.pi * u / pitch)) / np.sum(weight)
assert abs(blur_factor - np.exp(-2 * (np.pi * blur / pitch)**2)) < 1e-8

# Beam imbalance and index uncertainty for the example
ex, ez, _ = tm_fields(x, 0.0, kx, eps, amps=(1, weak_beam))
imbalance_factor = visibility(time_average(ex, ez)) / abs(contrast)
assert abs(imbalance_factor - 2 * weak_beam / (1 + weak_beam**2)) < 1e-6
low_n, high_n = n_resist - index_error, n_resist + index_error

photon_ev = constants.h * constants.c / (wavelength * 1e-9) / constants.e
print(f"Wavelength: {wavelength:.1f} nm; photon energy: {photon_ev:.2f} eV")
print(f"Index of resist: {n_resist:.2f}; of water: {n_water:.2f}")
print(f"Pitch: {pitch:.1f} nm; n sin(theta): {kx / k0:.4f}")
print(f"Angle in water: {np.degrees(theta_water):.2f} deg")
print(f"Angle in resist: {np.degrees(theta_resist):.2f} deg")
print(f"TM signed contrast in resist: {contrast:.4f}")
print(f"TM signed contrast in water: {contrast_water:.4f}")
print(f"Pitch of zero TM contrast in resist: {null_pitch:.2f} nm")
print(f"n sin(theta) at zero TM contrast: {wavelength / (2 * null_pitch):.4f}")
print(f"45 deg: cycle-averaged visibility below 1e-8: {average_vis_45 < 1e-8}")
print(f"45 deg: instantaneous visibility at t=0: {instant_vis_45:.4f}")
print("Pitch (nm), angle in resist (deg), TM contrast, equal-mixture contrast:")
for p in (200.0, 120.0, 100.0, 80.0, 72.0):
    q = np.pi / p
    angle = np.arcsin(q / (n_resist * k0))
    print(f"  {p:.0f}  {np.degrees(angle):.2f}  {tm_contrast(q, eps):.4f}"
          f"  {np.cos(angle)**2:.4f}")
print("Neglected effects at the example pitch:")
print(f"Reflected amplitude ratio: {reflection:.2f}; intensity: {reflection**2:.3f}")
print(f"Standing-wave period in depth: {standing_period:.1f} nm")
print(f"Local TM contrast range: {min(local):.4f} to {max(local):.4f}")
print(f"TM contrast of depth-averaged intensity: {contrast_depth:.4f}")
print(f"Extinction coefficient: {kappa:.3f}; absorption: {alpha * 1e3:.2f} per um")
print(f"TM contrast of absorbed power with absorption: {contrast_abs:.4f}")
print(f"Visibility of downward flux with absorption: {flux_vis:.4f}")
print(f"Intensity left at {thickness:.0f} nm depth: {bottom_fraction:.3f} of top")
print(f"TM contrast at index {low_n:.2f}: {tm_contrast(kx, low_n**2):.4f}")
print(f"TM contrast at index {high_n:.2f}: {tm_contrast(kx, high_n**2):.4f}")
print(f"Visibility factor, beam amplitudes 1 and {weak_beam:.2f}: {imbalance_factor:.4f}")
print(f"Electric transmission water to resist: TE {te:.4f}, TM {tm:.4f}")
print(f"Mixture contrast, equal intensities in resist: {mixed_equal:.4f}")
print(f"Mixture contrast, equal intensities in water: {mixed_interface:.4f}")
print(f"Diffusion blur: {blur:.1f} nm; contrast factor: {blur_factor:.4f}")
print("verified")
```

Output:

```
Wavelength: 193.4 nm; photon energy: 6.41 eV
Index of resist: 1.70; of water: 1.44
Pitch: 80.0 nm; n sin(theta): 1.2088
Angle in water: 57.08 deg
Angle in resist: 45.32 deg
TM signed contrast in resist: -0.0111
TM signed contrast in water: -0.4092
Pitch of zero TM contrast in resist: 80.44 nm
n sin(theta) at zero TM contrast: 1.2021
45 deg: cycle-averaged visibility below 1e-8: True
45 deg: instantaneous visibility at t=0: 1.0000
Pitch (nm), angle in resist (deg), TM contrast, equal-mixture contrast:
  200  16.52  0.8382  0.9191
  120  28.30  0.5506  0.7753
  100  34.67  0.3529  0.6764
  80  45.32  -0.0111  0.4944
  72  52.19  -0.2483  0.3758
Neglected effects at the example pitch:
Reflected amplitude ratio: 0.10; intensity: 0.010
Standing-wave period in depth: 80.9 nm
Local TM contrast range: -0.2087 to 0.1873
TM contrast of depth-averaged intensity: -0.0111
Extinction coefficient: 0.020; absorption: 1.30 per um
TM contrast of absorbed power with absorption: -0.0107
Visibility of downward flux with absorption: 1.0000
Intensity left at 100 nm depth: 0.831 of top
TM contrast at index 1.65: -0.0733
TM contrast at index 1.75: 0.0458
Visibility factor, beam amplitudes 1 and 0.90: 0.9945
Electric transmission water to resist: TE 0.7913, TM 0.8083
Mixture contrast, equal intensities in resist: 0.4944
Mixture contrast, equal intensities in water: 0.4837
Diffusion blur: 5.0 nm; contrast factor: 0.9258
verified
```
